**Dispersion energy from a charge-conserving local plasma response**

The program tests $E=-\frac{3}{32\pi^2}\int_A\int_B\frac{\omega_1\omega_2}{\omega_1+\omega_2}\frac{d^3r_1d^3r_2}{r^6}$ in atomic units, where $n$ is the electron density, $\omega=\sqrt{4\pi n}$ the local plasma frequency and $r$ the distance between the two points. It asserts that the response-trace energy agrees with a sum over states, and that the formula for two volume elements agrees with the zero-point energy of coupled oscillators. It also asserts the high-frequency sum rule for a one-particle model, the local response of a planar density, and the full dielectric response of a uniform sphere. For two model fragments on a grid, the response trace and the double integral agree within the asserted 0.5%. The decay powers of the response trace at the imaginary frequency $u=1$ hartree, taken from its values at separations of 20 and 40 bohr, are 6.011 for the conserving response and 2.001 for a non-conserving one. For two magnesium atoms with a Hartree–Fock density and a gradient-based cutoff, the output gives $C_6=773$ hartree bohr$^6$, against 762 from time-dependent Hartree–Fock theory in the same basis. The static polarizabilities, 121 and 81 bohr$^3$, and the strong dependence on the cutoff show that this close agreement rests on compensating errors.

## Check in Python

```python
# Result under test (atomic units): for two separated electron densities,
#   E = -3/(32 pi^2) * integral d3r1 d3r2 [w1 w2/(w1+w2)] / r12^6,
# with w = sqrt(4 pi n) the local plasma frequency and n the density.
# It follows from the charge-conserving response chi = div(alpha grad),
#   alpha(r, iu) = (1/4pi) w^2/(w^2+u^2), u = imaginary frequency.
# C6 is defined by E -> -C6/R^6 at large fragment separation R.
import numpy as np
import scipy.sparse as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo

pi = np.pi
PREFACTOR = 3 / (32 * pi**2)


def half_line_rule(count, scale):
    """Gauss-Legendre rule mapped to 0 < u < infinity."""
    x, w = np.polynomial.legendre.leggauss(count)
    return scale * (1 + x) / (1 - x), 2 * scale * w / (1 - x)**2


def kernel(w1, w2):
    return w1 * w2 / (w1 + w2)


# --- Second-order energy: sum over states against response functions ---
rng = np.random.default_rng(4)
gap_a, gap_b = rng.uniform(0.5, 2, 5), rng.uniform(0.5, 2, 6)
rho_a, rho_b = rng.normal(size=(5, 7)), rng.normal(size=(6, 8))
coupling = rng.normal(size=(7, 8))
element = rho_a @ coupling @ rho_b.T
sum_states = -np.sum(element**2 / (gap_a[:, None] + gap_b[None, :]))
trace_energy = 0.0
for u, wu in zip(*half_line_rule(40, 1.0)):
    chi_a = -2 * rho_a.T @ np.diag(gap_a / (gap_a**2 + u**2)) @ rho_a
    chi_b = -2 * rho_b.T @ np.diag(gap_b / (gap_b**2 + u**2)) @ rho_b
    trace_energy -= wu * np.trace(
        chi_a @ coupling @ chi_b @ coupling.T) / (2 * pi)
assert abs(trace_energy / sum_states - 1) < 1e-9

# --- Frequency integral ---
for w1, w2 in ((0.3, 1.7), (1.0, 1.0), (2.5, 0.4)):
    value = quad(lambda u: w1**2 * w2**2 / ((w1**2 + u**2)
                 * (w2**2 + u**2)), 0, np.inf)[0]
    assert abs(value / (pi / 2 * kernel(w1, w2)) - 1) < 1e-7

# --- Two volume elements as oscillators: exact zero-point energy ---
wa, wb, vol_a, vol_b, dist = 0.8, 1.3, 9.0, 14.0, 12.0
dipole_tensor = np.diag([1.0, 1.0, -2.0]) / dist**3
mix = np.sqrt(vol_a * vol_b) / (4 * pi) * wa * wb * dipole_tensor
hessian = np.block([[wa**2 * np.eye(3), mix], [mix.T, wb**2 * np.eye(3)]])
zero_point = (0.5 * np.sum(np.sqrt(np.linalg.eigvalsh(hessian)))
              - 1.5 * (wa + wb))
element_energy = -PREFACTOR * vol_a * vol_b * kernel(wa, wb) / dist**6
assert abs(zero_point / element_energy - 1) < 1e-4

# --- High-frequency response of a quantum particle: f-sum rule ---
x = np.linspace(-6, 6, 401)
dx = x[1] - x[0]
hamiltonian = (np.diag(1 / dx**2 + 0.3 * x**2 + 0.1 * x**4)
               - np.diag(np.full(400, 0.5 / dx**2), 1)
               - np.diag(np.full(400, 0.5 / dx**2), -1))
levels, states = np.linalg.eigh(hamiltonian)
moment = states.T @ (np.sin(x) * states[:, 0])
f_sum = np.sum(2 * (levels - levels[0]) * moment**2)
free_limit = np.sum(states[:, 0]**2 * np.cos(x)**2)
assert abs(f_sum / free_limit - 1) < 2e-3

# --- Planar density: self-consistent response equals the local form ---
z = np.linspace(-5, 5, 121)
dz = z[1] - z[0]
grad = (np.eye(121, k=1) - np.eye(121))[:-1] / dz
z_mid = 0.5 * (z[1:] + z[:-1])
n_mid = 0.2 * np.exp(-z_mid**2 / 3) * (1 + 0.4 * np.sin(2 * z_mid))
u_test = 0.7
external = np.sin(z) + 0.3 * z**2
chi_free = -grad.T @ np.diag(n_mid / u_test**2) @ grad
coulomb_1d = -2 * pi * np.abs(z[:, None] - z[None, :]) * dz
induced = np.linalg.solve(np.eye(121) - chi_free @ coulomb_1d,
                          chi_free @ external)
local_induced = -grad.T @ (n_mid / (4 * pi * n_mid + u_test**2)
                           * (grad @ external))
planar_error = np.max(np.abs(induced - local_induced))
assert planar_error < 1e-8 * np.max(np.abs(induced))


# --- Uniform sphere of radius 1: full dielectric solution ---
def sphere_alpha(w_plasma, u, cells=400):
    """Dipole polarizability from the radial equation div(eps grad phi)=0."""
    h = 1.0 / cells
    eps_in = 1 + w_plasma**2 / u**2
    f = h * np.ones_like(u)
    flux = eps_in * (h / 2)**2
    for i in range(1, 3 * cells):
        left = eps_in if i <= cells else 1.0
        right = eps_in if i < cells else 1.0
        flux = flux + (left + right) * f * h
        previous = f
        f = f + h * flux / (right * ((i + 0.5) * h)**2)
    r2, r1 = 3.0, 3.0 - h
    b = (previous / r1 - f / r2) / (r1**-3 - r2**-3)
    a = f / r2 - b / r2**3
    return -b / a


w_sphere = 1.0
u_nodes, u_weights = half_line_rule(24, w_sphere / np.sqrt(3))
alpha_full = sphere_alpha(w_sphere, u_nodes)
mie = (w_sphere**2 / 3) / (w_sphere**2 / 3 + u_nodes**2)
assert np.max(np.abs(alpha_full - mie)) < 1e-3
c6_sphere_full = 3 / pi * np.sum(u_weights * alpha_full**2)
c6_sphere_local = PREFACTOR * (4 * pi / 3)**2 * kernel(w_sphere, w_sphere)
sphere_ratio = c6_sphere_local / c6_sphere_full
assert abs(sphere_ratio / (np.sqrt(3) / 9) - 1) < 2e-3

# --- Three-dimensional fragments: trace formula against double integral ---
h = 0.25
axis = h * np.arange(-5, 6)
m = len(axis)
d1 = sp.diags([1, -8, 8, -1], [-2, -1, 1, 2], shape=(m, m)) / (12 * h)
one = sp.identity(m)
gradients = [sp.kron(sp.kron(d1, one), one).tocsr(),
             sp.kron(sp.kron(one, d1), one).tocsr(),
             sp.kron(sp.kron(one, one), d1).tocsr()]
points = np.array(np.meshgrid(axis, axis, axis,
                              indexing="ij")).reshape(3, -1).T
profile = np.clip(1 - np.sum(points**2, axis=1), 0, None)
w_frag_a, w_frag_b = 1.0 * profile, 2.0 * profile


def alpha_density(w, u):
    return w**2 / (w**2 + u**2) / (4 * pi)


def conserving_response(w, u):
    weight = sp.diags(alpha_density(w, u))
    return -sum(g.T @ weight @ g for g in gradients).tocsr()


def distances(p, q, separation):
    shifted = q + np.array([0, 0, separation])
    sq = sum((p[:, k][:, None] - shifted[:, k][None, :])**2
             for k in range(3))
    return np.sqrt(sq)


def response_trace(chi_1, chi_2, v):
    return h**6 * np.sum((chi_1 @ v) * (chi_2 @ v.T).T)


separation = 4.5
v_ab = 1 / distances(points, points, separation)
energy_trace = 0.0
for u, wu in zip(*half_line_rule(16, 1.0)):
    energy_trace -= wu / (2 * pi) * response_trace(
        conserving_response(w_frag_a, u), conserving_response(w_frag_b, u),
        v_ab)
inside = profile > 0
r_in = distances(points[inside], points[inside], separation)
pair = kernel(w_frag_a[inside][:, None], w_frag_b[inside][None, :])
energy_double = -PREFACTOR * h**6 * np.sum(pair / r_in**6)
energy_point = -PREFACTOR * h**6 * np.sum(pair) / separation**6
# tolerance: fourth-order finite differences with step h
assert abs(energy_trace / energy_double - 1) < 5e-3
assert abs(energy_point / energy_double - 1) > 2e-2

chi_a = conserving_response(w_frag_a, 1.0)
chi_b = conserving_response(w_frag_b, 1.0)
assert np.max(np.abs(chi_a @ np.ones(m**3))) < 1e-12
naive_a = -sp.diags(alpha_density(w_frag_a, 1.0)).tocsr()
naive_b = -sp.diags(alpha_density(w_frag_b, 1.0)).tocsr()
near = 1 / distances(points, points, 20.0)
far = 1 / distances(points, points, 40.0)
power_conserving = np.log2(response_trace(chi_a, chi_b, near)
                           / response_trace(chi_a, chi_b, far))
power_naive = np.log2(response_trace(naive_a, naive_b, near)
                      / response_trace(naive_a, naive_b, far))
assert abs(power_conserving - 6) < 0.05
assert abs(power_naive - 2) < 0.05

# --- Magnesium atom: Hartree-Fock density ---
basis = ([[0, [0.015 * 2.4**k, 1.0]] for k in range(17)]
         + [[1, [0.015 * 2.4**k, 1.0]] for k in range(11)]
         + [[2, [0.02 * 2.5**k, 1.0]] for k in range(4)])
mol = gto.M(atom="Mg 0 0 0", basis={"Mg": basis}, verbose=0)
eri = mol.intor("int2e", aosym="s8")
z_matrix = mol.intor("int1e_r")[2]
core_h = scf.hf.get_hcore(mol)


def run_hf(field, guess=None):
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf._eri = eri
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 100
    mf.get_hcore = lambda *args: core_h + field * z_matrix
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


atom = run_hf(0.0)
occupied = atom.mo_coeff[:, atom.mo_occ > 0]
virtual = atom.mo_coeff[:, atom.mo_occ == 0]


def density(r):
    """Density and its radial derivative along the z axis."""
    r = np.atleast_1d(r)
    coords = np.zeros((len(r), 3))
    coords[:, 2] = r
    ao = mol.eval_gto("GTOval_sph_deriv1", coords)
    orb, slope = ao[0] @ occupied, ao[3] @ occupied
    return 2 * np.sum(orb**2, axis=1), 4 * np.sum(orb * slope, axis=1)


def radial_data(r_max, count=160):
    x, w = np.polynomial.legendre.leggauss(count)
    t = 0.5 * (x + 1)
    r = r_max * t**2
    n = density(r)[0]
    return r, w * r_max * t * r**2, n, np.sqrt(4 * pi * n)


def c6_local(r_max, r_min=0.0):
    r, shell, n, w = radial_data(r_max)
    shell = np.where(r >= r_min, shell, 0.0)
    return PREFACTOR * (4 * pi)**2 * (
        shell @ kernel(w[:, None], w[None, :]) @ shell)


def cutoff_radius(number):
    def excess(r):
        n, dn = density(r)
        return (np.sqrt(4 * pi * n) / (3 * pi**2 * n)**(1 / 3)
                - np.abs(dn) / (number * n))
    scan = np.linspace(2, 14, 241)
    last = np.where(excess(scan) > 0)[0][-1]
    assert last < len(scan) - 1
    return brentq(lambda r: excess(r)[0], scan[last], scan[last + 1])


r_all, shell_all, n_all, w_all = radial_data(25.0)
electrons = 4 * pi * np.sum(shell_all * n_all)
assert abs(electrons - 12) < 1e-4
r_cut = cutoff_radius(6.0)
r, shell, n, w = radial_data(r_cut)
electrons_inside = 4 * pi * np.sum(shell * n)
n_cut, dn_cut = (q[0] for q in density(r_cut))
alpha_static = r_cut**3 / 3
c6_cut = c6_local(r_cut)
u_big, wu_big = half_line_rule(200, 0.3)
alpha_u = np.sum(shell[:, None] * w[:, None]**2
                 / (w[:, None]**2 + u_big[None, :]**2), axis=0)
assert abs(3 / pi * np.sum(wu_big * alpha_u**2) / c6_cut - 1) < 1e-5
outer_share = c6_local(r_cut, 2.0) / c6_cut
c6_uncut = c6_local(25.0)
assert abs(c6_local(35.0) / c6_uncut - 1) < 1e-2


# --- Finite extent: average of r12^-6 over two spherical shells ---
def shell_average(r1, r2, big_r):
    x, wx = np.polynomial.legendre.leggauss(30)
    d2 = big_r**2 + r2[..., None]**2 - 2 * big_r * r2[..., None] * x
    a2 = r1[..., None]**2
    return 0.5 * np.sum(wx * (d2 + a2) / (d2 - a2)**4, axis=-1)


direct = 0.5 * quad(lambda c: (100 + 9 - 60 * c)**-3, -1, 1)[0]
formula = shell_average(np.array([3.0]), np.array([0.0]), 10.0)[0]
assert abs(direct / formula - 1) < 1e-8


def pair_energy(big_r):
    r1, r2 = np.meshgrid(r, r, indexing="ij")
    table = kernel(w[:, None], w[None, :]) * shell_average(r1, r2, big_r)
    return -PREFACTOR * (4 * pi)**2 * (shell @ table @ shell)


assert abs(pair_energy(400.0) * 400.0**6 / (-c6_cut) - 1) < 3e-3
R_pair = 20.0
energy_extended = pair_energy(R_pair)
energy_asymptotic = -c6_cut / R_pair**6

# --- Reference: time-dependent Hartree-Fock polarizability ---
no, nv = occupied.shape[1], virtual.shape[1]
ovov = ao2mo.general(eri, (occupied, virtual, occupied, virtual),
                     compact=False).reshape(no, nv, no, nv)
oovv = ao2mo.general(eri, (occupied, occupied, virtual, virtual),
                     compact=False).reshape(no, no, nv, nv)
size = no * nv
gaps = (atom.mo_energy[atom.mo_occ == 0][None, :]
        - atom.mo_energy[atom.mo_occ > 0][:, None]).reshape(-1)
direct_term = ovov.reshape(size, size)
exchange_b = ovov.transpose(0, 3, 2, 1).reshape(size, size)
exchange_a = oovv.transpose(0, 2, 1, 3).reshape(size, size)
plus = np.diag(gaps) + 4 * direct_term - exchange_a - exchange_b
minus_inverse = np.linalg.inv(np.diag(gaps) - exchange_a + exchange_b)
dipole = (occupied.T @ z_matrix @ virtual).reshape(-1)


def alpha_tdhf(u):
    return 4 * dipole @ np.linalg.solve(plus + u**2 * minus_inverse, dipole)


alpha_ref = alpha_tdhf(0.0)
field = 5e-4
polarized = run_hf(field, atom.make_rdm1())
alpha_field = -np.sum(polarized.make_rdm1() * z_matrix) / field
assert abs(alpha_field / alpha_ref - 1) < 2e-3
c6_ref = 3 / pi * sum(wu * alpha_tdhf(u)**2
                      for u, wu in zip(*half_line_rule(24, 0.3)))

# --- Output ---
hartree_ev = physical_constants["Hartree energy in eV"][0]
bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10
to_ev_a6 = hartree_ev * bohr_angstrom**6
print("TESTS OF THE DERIVATION")
print(f"prefactor 3/(32 pi^2): {PREFACTOR:.6f} (no unit)")
print(f"model fragments, radius 1 bohr, separation {separation} bohr,")
print(" peak plasma frequencies 1 and 2 hartree, grid step 0.25 bohr:")
print(f" energy from response trace:  {energy_trace:.5e} hartree")
print(f" energy from double integral: {energy_double:.5e} hartree")
print(f" energy from -C6/R^6:         {energy_point:.5e} hartree")
print(f"decay power, conserving response: {power_conserving:.3f}")
print(f"decay power, non-conserving response: {power_naive:.3f}")
print(f"uniform sphere, C6 local / C6 full: {sphere_ratio:.4f}")
print("MAGNESIUM ATOM, HARTREE-FOCK DENSITY")
print(f"basis functions (17 s, 11 p, 4 d sets): {mol.nao}")
print(f"total energy: {atom.e_tot:.4f} hartree")
for radius in (1.0, 2.0, 3.0, 4.0, 5.0):
    n_here = density(radius)[0][0]
    print(f"r = {radius:.0f} bohr: n = {n_here:.3e} bohr^-3, "
          f"w = {np.sqrt(4 * pi * n_here):.4f} hartree")
print(f"cutoff radius (number 6): {r_cut:.3f} bohr")
print(f"density at cutoff: {n_cut:.3e} bohr^-3")
print(f"|grad n|/(6n) at cutoff: {abs(dn_cut) / (6 * n_cut):.4f} bohr^-1")
print(f"plasma freq. at cutoff: {np.sqrt(4 * pi * n_cut):.4f} hartree")
print(f"electrons inside cutoff: {electrons_inside:.3f}")
print(f"static polarizability, local: {alpha_static:.1f} bohr^3")
print(f"C6, local with cutoff: {c6_cut:.1f} hartree bohr^6")
print(f"C6, local with cutoff: {c6_cut * to_ev_a6:.1f} eV angstrom^6")
print(f"share of C6, both points beyond 2 bohr: {outer_share:.4f}")
for number in (5.0, 7.0):
    rc = cutoff_radius(number)
    print(f"cutoff number {number:.0f}: radius {rc:.3f} bohr, "
          f"C6 {c6_local(rc):.1f} hartree bohr^6")
print(f"C6, local without cutoff: {c6_uncut:.0f} hartree bohr^6")
print(f"pair at R = {R_pair:.0f} bohr, with cutoff:")
print(f" energy, double integral: {energy_extended:.4e} hartree")
print(f" energy, -C6/R^6:         {energy_asymptotic:.4e} hartree")
print(f" ratio: {energy_extended / energy_asymptotic:.3f}")
print("TIME-DEPENDENT HARTREE-FOCK, SAME BASIS")
print(f"static polarizability: {alpha_ref:.1f} bohr^3")
print(f"static polarizability, finite field: {alpha_field:.1f} bohr^3")
print(f"C6: {c6_ref:.1f} hartree bohr^6")
print(f"C6 local with cutoff / C6 reference: {c6_cut / c6_ref:.3f}")
print("no test failed")
```

Running it gives:

```
TESTS OF THE DERIVATION
prefactor 3/(32 pi^2): 0.009499 (no unit)
model fragments, radius 1 bohr, separation 4.5 bohr,
 peak plasma frequencies 1 and 2 hartree, grid step 0.25 bohr:
 energy from response trace:  -5.58833e-06 hartree
 energy from double integral: -5.59153e-06 hartree
 energy from -C6/R^6:         -4.30544e-06 hartree
decay power, conserving response: 6.011
decay power, non-conserving response: 2.001
uniform sphere, C6 local / C6 full: 0.1924
MAGNESIUM ATOM, HARTREE-FOCK DENSITY
basis functions (17 s, 11 p, 4 d sets): 70
total energy: -199.6016 hartree
r = 1 bohr: n = 3.450e-01 bohr^-3, w = 2.0821 hartree
r = 2 bohr: n = 1.389e-02 bohr^-3, w = 0.4178 hartree
r = 3 bohr: n = 5.763e-03 bohr^-3, w = 0.2691 hartree
r = 4 bohr: n = 1.988e-03 bohr^-3, w = 0.1581 hartree
r = 5 bohr: n = 6.085e-04 bohr^-3, w = 0.0874 hartree
cutoff radius (number 6): 7.139 bohr
density at cutoff: 4.118e-05 bohr^-3
|grad n|/(6n) at cutoff: 0.2129 bohr^-1
plasma freq. at cutoff: 0.0227 hartree
electrons inside cutoff: 11.975
static polarizability, local: 121.3 bohr^3
C6, local with cutoff: 772.9 hartree bohr^6
C6, local with cutoff: 461.8 eV angstrom^6
share of C6, both points beyond 2 bohr: 0.9041
cutoff number 5: radius 6.311 bohr, C6 533.6 hartree bohr^6
cutoff number 7: radius 7.831 bohr, C6 988.9 hartree bohr^6
C6, local without cutoff: 2568 hartree bohr^6
pair at R = 20 bohr, with cutoff:
 energy, double integral: -2.7503e-05 hartree
 energy, -C6/R^6:         -1.2077e-05 hartree
 ratio: 2.277
TIME-DEPENDENT HARTREE-FOCK, SAME BASIS
static polarizability: 81.3 bohr^3
static polarizability, finite field: 81.3 bohr^3
C6: 762.3 hartree bohr^6
C6 local with cutoff / C6 reference: 1.014
no test failed
```
